\section*{Why the First-Order Quartic Loop Shifts a Phonon Without Broadening It}

\section{A line that moves and widens}

When an insulating crystal is heated, the Raman line of an optical phonon usually moves and becomes wider. In a harmonic crystal it would do neither. Here both changes are traced to the anharmonic terms of the potential. These terms do different work. The quartic term, taken to first order, moves the line and leaves it sharp. The reason lies in the time structure of the interaction.

\section{Hamiltonian and conventions}

Let $\lambda=(\mathbf q,j)$ label a mode and $\bar\lambda=(-\mathbf q,j)$ its partner, with $\omega_{\bar\lambda}=\omega_\lambda>0$. The displacement operator, up to a normalization, is $A_\lambda=a_\lambda+a^\dagger_{\bar\lambda}$, so $A_\lambda^\dagger=A_{\bar\lambda}$. The Hamiltonian is $H=H_0+H_4$, with $H_0$ harmonic and
\begin{equation}
H_4=\frac1{4!}\sum_{1234}V_4(1234)\,A_1A_2A_3A_4 .
\end{equation}
The $A$'s commute at equal times, so $V_4$ can be taken symmetric in its arguments. The potential is real, so $H_4^\dagger=H_4$. Conjugating $H_4$ turns each $A_i$ into $A_{\bar i}$, and relabelling gives
\begin{equation}
V_4(\bar1\bar2\bar3\bar4)=V_4(1234)^* .\label{real}
\end{equation}

Define $G_{\lambda\lambda'}(\tau)=-\langle TA_\lambda(\tau)A^\dagger_{\lambda'}(0)\rangle$ in imaginary time, $0<\tau<\beta\hbar$, with $\beta=1/k_BT$. For $H_0$ alone,
\begin{equation}
G^0_\lambda(\tau)=-\left[(n_\lambda+1)e^{-\omega_\lambda\tau}+n_\lambda e^{\omega_\lambda\tau}\right],
\end{equation}
with $n_\lambda$ the Bose occupation. Multiply by $e^{i\nu\tau}$, where $e^{i\nu\beta\hbar}=1$, and integrate. Since $(n+1)(1-e^{-\beta\hbar\omega})=1$ and $n(e^{\beta\hbar\omega}-1)=1$,
\begin{equation}
G^0_\lambda(z)=\frac1{z-\omega_\lambda}-\frac1{z+\omega_\lambda}=\frac{2\omega_\lambda}{z^2-\omega_\lambda^2},\qquad z=i\nu .
\end{equation}
The self-energy is defined by $G^{-1}=(G^0)^{-1}-\Sigma$, that is, $G=G^0+G^0\Sigma G^0+\dots$

\section{The first-order diagram}

To first order the evolution operator contributes $-\hbar^{-1}\int d\tau_1H_4(\tau_1)$. With the minus sign in $G$,
\begin{equation}
G^{(1)}_{\lambda\lambda'}(\tau)=\frac1{24\hbar}\sum_{1234}V_4(1234)\int_0^{\beta\hbar}\!d\tau_1
\langle TA_\lambda(\tau)A^\dagger_{\lambda'}(0)(A_1A_2A_3A_4)(\tau_1)\rangle_{\rm conn}.
\end{equation}
Wick's theorem pairs $A_\lambda$ with any of four operators and $A^\dagger_{\lambda'}$ with any of the remaining three. These 12 terms are equal by the symmetry of $V_4$, and $12/24=1/2$. The pairings are
\begin{align}
\langle TA_\lambda(\tau)A_1(\tau_1)\rangle&=-G^0_\lambda(\tau-\tau_1)\,\delta_{1\bar\lambda},\\
\langle TA_2(\tau_1)A^\dagger_{\lambda'}(0)\rangle&=-G^0_{\lambda'}(\tau_1)\,\delta_{2\lambda'},\\
\langle A_3A_4\rangle&=(2n_3+1)\,\delta_{4\bar3}.
\end{align}
The two minus signs cancel. What multiplies $G^0_\lambda(\tau-\tau_1)G^0_{\lambda'}(\tau_1)$ under the integral is the self-energy:
\begin{equation}
\boxed{\;\Sigma_{\lambda\lambda'}=\frac1{2\hbar}\sum_1V_4(\bar\lambda,\lambda',1,\bar1)(2n_1+1)\;}\label{loop}
\end{equation}

Both outer lines end at the same time $\tau_1$, because the potential acts instantaneously. Hence $\Sigma(\tau)$ is a constant times $\delta(\tau)$, and its transform contains no $z$. The closed line begins and ends at that same time, so it supplies a mean square displacement and no energy denominator. A potential linking displacements at different times would in general give a self-energy that depends on $z$.

\section{Reality and the poles}

Conjugate (\ref{loop}), use (\ref{real}), and then permute the arguments and rename $1\leftrightarrow\bar1$:
\begin{equation}
\Sigma_{\lambda\lambda'}^*=\frac1{2\hbar}\sum_1V_4(\lambda,\bar\lambda',\bar1,1)(2n_1+1)=\Sigma_{\lambda'\lambda}.
\end{equation}
The loop is therefore a Hermitian matrix. Its diagonal elements are real. Elements between branches at the same $\mathbf q$ may be complex, but they produce no damping either. To see this, multiply $G^{-1}$ on each side by $\sqrt{2\omega}$. The poles then satisfy
\begin{equation}
\det\left[z^2\delta_{\lambda\lambda'}-W_{\lambda\lambda'}\right]=0,\qquad
W_{\lambda\lambda'}=\omega_\lambda^2\delta_{\lambda\lambda'}+2\sqrt{\omega_\lambda\omega_{\lambda'}}\,\Sigma_{\lambda\lambda'} .
\end{equation}
$W$ is Hermitian, so every $z^2$ is real. If its eigenvalues are positive, every pole is a real frequency. A negative eigenvalue signals an instability at this level of theory, and an expansion about the harmonic modes is then unsuitable. For a mode that does not mix,
\begin{equation}
\Omega^2=\omega^2+2\omega\Sigma,\qquad \Omega=\omega+\Sigma-\frac{\Sigma^2}{2\omega}+\dots\label{pole}
\end{equation}
The half width is $\Gamma=-\mathrm{Im}\,\Sigma(\omega+i0)$, and it vanishes here. The sign of the shift is that of the weighted sum of $V_4$.

Two coupled oscillators show this numerically. Set $\hbar=1$, $\omega_1=1$, $\omega_2=1.37$ and $k_BT=0.6$, so that $n_1=0.2329$ and $n_2=0.1135$. With $V_{1111}=1$ and $V_{1122}=0.7$, both multiplied by a small $g$,
\begin{equation}
\Sigma_{11}/g=\tfrac12\left[1.4658+0.7\times1.2270\right]=1.162 .
\end{equation}
The other elements are $V_{1112}=0.4$, $V_{1222}=-0.3$ and $V_{2222}=0.8$. Diagonalizing the full Hamiltonian in a finite basis of 22 levels per oscillator, for small positive and negative $g$, gives $G(z)$, and from it the part of $\Sigma_{11}$ linear in $g$. This part is 1.162 at $z=1.9i$, $0.7+0.4i$ and $2.5+0.5i$, with imaginary parts below $10^{-6}$. The part quadratic in $g$ does vary: it is $-2.48$, $-2.99-0.40i$ and $-2.65-0.56i$ at the same points.

\section{Where widths come from}

At second order two vertices sit at different times. Let $m$ phonons run between them, with $m=2$ for the cubic bubble and $m=3$ for the quartic sunset. With $p=m+1$ legs per vertex, the number of pairings times the prefactors is
\begin{equation}
\frac1{2!}\frac1{(p!)^2}\times2\,p^2\,(p-1)!=\frac1{m!}.
\end{equation}
The product of the $m$ lines is a sum over signs $s_i=\pm1$ of terms $F_se^{-E_s\tau}$, where $E_s=\sum_is_i\omega_i$ and $F_s=\prod_i[n_i+(1+s_i)/2]$. Integration gives the factor $1-e^{-\beta\hbar E_s}$. Since $(n+1)e^{-\beta\hbar\omega}=n$, it turns $F_s$ into $F_s-B_s$, with $B_s=\prod_i[n_i+(1-s_i)/2]$:
\begin{equation}
\Sigma^{(m)}_{\lambda\lambda}(z)=\frac1{m!\,\hbar^2}\sum_{1\dots m}|V(\bar\lambda,1,\dots,m)|^2\sum_s\frac{F_s-B_s}{z-E_s}.\label{second}
\end{equation}
At $z=\omega+i0$ each denominator contributes $-i\pi\delta(\omega-E_s)$. A width needs real intermediate states that conserve energy, and the loop has none.

Quartic anharmonicity therefore does broaden phonons, from second order on. The loop can also change a width indirectly, because it moves the frequencies inside these delta functions.

\section{A single oscillator seems to disagree}

For one oscillator, $A^2=a^2+a^{\dagger2}+2a^\dagger a+1$. The squared norm of $A^2|n\rangle$ is
\begin{equation}
\langle n|A^4|n\rangle=(2n+1)^2+n(n-1)+(n+1)(n+2)=6n^2+6n+3 .
\end{equation}
To first order the line $n\to n+1$ is thus shifted by $V_4[12(n+1)]/24\hbar=V_4(n+1)/2\hbar$. A thermal oscillator has several lines, and their spread is linear in $V_4$.

With level populations $p_n$, the line weights are $(n+1)(p_n-p_{n+1})$. Summation by parts gives
\begin{align}
\overline{n+1}&=\sum_np_n\left[(n+1)^2-n^2\right]=2\bar n+1,\\
\overline{(n+1)^2}&=\sum_np_n\left[(n+1)^3-n^3\right]=6\bar n^2+6\bar n+1,
\end{align}
where $\langle n^2\rangle=2\bar n^2+\bar n$ was used. The mean shift is $V_4(2\bar n+1)/2\hbar$, which is the loop. The variance of the lines is
\begin{equation}
\sigma^2=\frac{V_4^2}{4\hbar^2}\left[6\bar n^2+6\bar n+1-(2\bar n+1)^2\right]=\frac{V_4^2\,\bar n(\bar n+1)}{2\hbar^2}.
\end{equation}

This spread belongs to the sunset. Three sign choices in (\ref{second}) have $E_s=\omega$, each with $F_s-B_s=(\bar n+1)^2\bar n-\bar n^2(\bar n+1)=\bar n(\bar n+1)$. With the factor $1/3!$ they form a pole $\sigma^2/(z-\omega)$. This second-order term equals the loop in size at a distance $V_4\bar n(\bar n+1)/(2\bar n+1)\hbar$ from $\omega$. Unless $\bar n$ is small, that distance is of the order of $\sigma$ and of the shift itself. A fixed-order expansion then fails near the line of an isolated oscillator. In a crystal of $N$ cells the coupling of a mode to itself falls as $1/N$, and the sunset becomes a sum over a continuum.

\section{Worked example: an optical phonon in a chain}

\subsection{The loop as a change of spring constant}

Consider equal masses $m=28$ u joined by alternating springs $K_1=140$ N/m and $K_2=85$ N/m. These are rough values in the regime of silicon's longitudinal vibrations along a body diagonal. In silicon one of the two springs stands for three oblique bonds, so treating both below as Morse bonds of equal length is a simplification. At $q=0$ the two sublattices move against each other, and their relative displacement $x$ obeys $m\ddot x=-2(K_1+K_2)x$. Thus $\omega_0^2=2(K_1+K_2)/m$, which gives 522 cm$^{-1}$ (15.7 THz).

Write the stretch of bond $b$ in cell $l$ as $\Delta_{bl}=N^{-1/2}\sum_{qj}s_b(qj)e^{iql}A_{qj}$. If $\phi_{4b}$ is the fourth derivative of the bond potential, (\ref{loop}) becomes
\begin{equation}
\Sigma=\frac1{2\hbar}\sum_b\phi_{4b}|s_b|^2\langle\Delta_b^2\rangle,\qquad
\langle\Delta_b^2\rangle=\frac1N\sum_{qj}|s_b(qj)|^2(2n_{qj}+1).
\end{equation}
For the optical mode $|s_b|^2=\hbar/m\omega_0$. With $m\omega_0^2=2(K_1+K_2)$,
\begin{equation}
\Sigma=\frac{\omega_0}2\,\frac{\delta K_1+\delta K_2}{K_1+K_2},\qquad \delta K_b=\tfrac12\phi_{4b}\langle\Delta_b^2\rangle .
\end{equation}
To this order, the mode feels springs averaged over the thermal and zero-point motion.

For a Morse bond $D(1-e^{-a\Delta})^2=D\left(a^2\Delta^2-a^3\Delta^3+\tfrac7{12}a^4\Delta^4-\dots\right)$, so $K=2Da^2$, $\phi_3=-3aK$ and $\phi_4=7a^2K$. Take $a=15$ nm$^{-1}$. At 300 K the sum over $q$ gives rms stretches of 6.20 and 7.60 pm. Then
\begin{equation}
\delta K_1=\tfrac72(0.015\ \mathrm{pm}^{-1})^2(140\ \mathrm{N/m})(6.20\ \mathrm{pm})^2=4.24\ \mathrm{N/m},
\end{equation}
and likewise $\delta K_2=3.87$ N/m. The shift is $261\times8.11/225=9.4$ cm$^{-1}$ (0.28 THz). The square root in (\ref{pole}) lowers it by 0.08 cm$^{-1}$.

Classically each bond of a long chain has $\langle\Delta_b^2\rangle=k_BT/K_b$, so the loop shift tends to $7a^2k_BT\omega_0/2(K_1+K_2)$. In cm$^{-1}$:
\begin{center}
\begin{tabular}{rcc}
$T$ (K) & loop shift & classical limit\\
10 & 6.0 & 0.3\\
300 & 9.4 & 7.6\\
600 & 16.1 & 15.1\\
900 & 23.4 & 22.7
\end{tabular}
\end{center}
The value at 10 K is almost wholly due to zero-point motion.

\subsection{Other shifts of similar size}

The cubic term also moves the line. At zero tension the mean bond force vanishes, $K\bar x+\phi_3\langle\Delta^2\rangle/2=0$. The resulting expansion $\bar x$ changes the spring by $\phi_3\bar x=-\tfrac92a^2K\langle\Delta^2\rangle$, which is $-9/7$ of the loop change. The shift is $-12.1$ cm$^{-1}$ at 300 K. The bubble, from (\ref{second}), adds another $-12.1$ cm$^{-1}$. The three together give $-14.8$ cm$^{-1}$, so the loop alone has the wrong sign for the total.

The loop itself needs corrections, and three are estimated here. The sixth derivative of the Morse potential adds about 0.1 cm$^{-1}$ at 300 K. It is not the only term of its order: the fifth derivative, acting together with the expansion, gives $-0.3$ cm$^{-1}$. Recomputing the fluctuations with springs stiffened by the loop alone, until they agree, reduces 9.4 to 9.1 cm$^{-1}$. With the expansion included the springs are on balance softer, and the same procedure raises 9.4 to 9.5 cm$^{-1}$. Transverse motion $y$ changes the bond length to $r_0+x+y^2/2(r_0+x)$, with $x$ now the stretch along the bond. Its $x^2y^2$ energy, averaged over two transverse directions, gives $\delta K=(\phi_3/r_0-2K/r_0^2)\langle y^2\rangle$. For $r_0=0.24$ nm, and assuming $\langle y^2\rangle=\langle\Delta^2\rangle$, this is $-2.7$ cm$^{-1}$ if the mean stretch along the bond is held fixed. At zero tension, transverse motion also shortens the mean bond, measured along the chain, by $\langle y^2\rangle/r_0$. This changes the spring by $-\phi_3\langle y^2\rangle/r_0$, which cancels the first term and leaves about $-0.4$ cm$^{-1}$. The coupling $xy^2$ also gives a bubble with two transverse phonons, which is left out here. Its size and sign depend on the transverse frequencies, and it can be as large as this remainder evaluated with the same frequencies. The chain does not determine $\langle y^2\rangle$, and a larger value raises both figures in proportion.

\subsection{The width}

At 300 K the bubble gives $\Gamma=10.3$ cm$^{-1}$ at $\omega_0$ and 6.2 cm$^{-1}$ at $0.8\,\omega_0$. The loop gives zero at both. Two processes make up the value at $\omega_0$.

The first is decay into acoustic phonons at $\pm q$ with $\omega(q)=\omega_0/2$. Let $v$ be the cubic matrix element without its factor $N^{-1/2}$. The sum over $q$ becomes $N\int dq/2\pi$, there are two roots, and $\delta(\omega_0-2\omega)$ gives $1/2|\omega'|$ at each:
\begin{equation}
\Gamma=\frac{\pi}{2\hbar^2}\,|v|^2(2n+1)\,\frac2{2\pi}\,\frac1{2|\omega'|}=\frac{|v|^2(2n+1)}{4\hbar^2|\omega'|}=0.87\ \mathrm{cm}^{-1}.
\end{equation}

The second is scattering by acoustic phonons with $q\to0$. There $|v|^2\propto|q|$ while $n\propto1/|q|$, so the product stays finite and one-dimensional phase space leaves a width of 9.4 cm$^{-1}$. In three dimensions phase space grows as $q^2$. Inserting that weight into the chain sum makes this part halve when the numerical broadening is halved, from 0.2 to 0.1 cm$^{-1}$, so it tends to zero. Without the weight it does not change.

The sunset adds a half width of 0.23 cm$^{-1}$ with a broadening of 10 cm$^{-1}$ and 0.26 cm$^{-1}$ with 5 cm$^{-1}$. It grows by about 0.03 cm$^{-1}$ at each further halving of the broadening, down to at least 0.6 cm$^{-1}$. This growth is logarithmic and shows no limit, so these numbers give only its size at a finite broadening.

\subsection{Beside real silicon}

Silicon's zone-centre optical phonon lies near 520 cm$^{-1}$ and softens on heating. Its full Raman width at room temperature is a few cm$^{-1}$. These are rough figures. The chain's frequency was chosen to match. Its two-acoustic decay gives a full width of 1.7 cm$^{-1}$. The similar size is incidental: the chain allows only decay into two longitudinal phonons, while in silicon most of the width comes from decay into one longitudinal and one transverse acoustic phonon. The top of its acoustic branch, 321 cm$^{-1}$, is lower than that of silicon's longitudinal branch along the body diagonal, roughly 380 cm$^{-1}$. One-dimensionality spoils the total width: it adds the 9.4 cm$^{-1}$ of long-wave half width that three-dimensional phase space removes. The chain thus shows the division of labour among the diagrams, and its numbers do not predict silicon's shift or width.
